# One-parameter double hybrids from the adiabatic connection: MP2 weights a² and a³, part 1

(Sections cited here and not found follow in the second part.)

**Q.** A double hybrid mixes a fraction $a$ of Hartree–Fock exchange and some second-order Møller–Plesset (MP2) correlation into a density functional. Is there a reason, other than fitting, to tie the MP2 weight to $a$?

**A.** There is, once a fraction $a$ of the repulsion is assigned to a wavefunction and the rest to a functional. I use Hartree atomic units, real wavefunctions and a nondegenerate closed-shell ground state. With kinetic energy $\hat T$, repulsion $\hat W$ and $0<a\le1$, define

$$F^a[n]=\min_{\Psi\to n}\langle\Psi|\hat T+a\hat W|\Psi\rangle .$$

At $a=0$ the minimiser is the Kohn–Sham determinant $\Phi_n$ and $F^0=T_s$. Set $E_{Hx}[n]=\langle\Phi_n|\hat W|\Phi_n\rangle=E_H+E_x$ and define $E_c^a$ by $F^a=T_s+aE_{Hx}+E_c^a$, so that $E_c^1=E_c$. The complement is

$$\bar E^a[n]=F^1[n]-F^a[n]=(1-a)E_{Hx}[n]+E_c[n]-E_c^a[n].$$

The ground-state energy is $E=\min_n\{F^1[n]+\int vn\}$. Insert $F^1=F^a+\bar E^a$. Both $\int vn$ and $\bar E^a$ depend on $\Psi$ through its density alone, so they move inside the inner search, and the two searches merge into one over all $\Psi$:

$$E=\min_\Psi\big\{\langle\Psi|\hat T+\hat V+a\hat W|\Psi\rangle+\bar E^a[n_\Psi]\big\}.\tag{1}$$

No approximation has entered.

**Q.** You have traded one unknown functional for a family $E_c^a$.

**A.** The family reduces to $E_c$ by coordinate scaling. Let $\Psi_\gamma(\mathbf r_1,\dots)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\dots)$, which is normalised and has density $n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r)$. Substitute $\mathbf x_i=\gamma\mathbf r_i$ in the expectation values. The Jacobian cancels $\gamma^{3N}$, each gradient gives a factor $\gamma$, and $1/r_{12}=\gamma/x_{12}$. Hence $T[\Psi_\gamma]=\gamma^2T[\Psi]$ and $W[\Psi_\gamma]=\gamma W[\Psi]$. For $\gamma=1/a$,

$$a^2\big(T[\Psi_{1/a}]+W[\Psi_{1/a}]\big)=T[\Psi]+aW[\Psi].$$

The map $\Psi\mapsto\Psi_{1/a}$ is one-to-one between wavefunctions with density $n$ and those with density $n_{1/a}$, so the minima obey $F^a[n]=a^2F^1[n_{1/a}]$. The same argument without $\hat W$ shows that $\Phi_{n_\gamma}=(\Phi_n)_\gamma$, so $T_s[n_\gamma]=\gamma^2T_s[n]$ and $E_{Hx}[n_\gamma]=\gamma E_{Hx}[n]$. Then

$$a^2F^1[n_{1/a}]=a^2\Big(\frac{T_s}{a^2}+\frac{E_{Hx}}{a}+E_c[n_{1/a}]\Big)=T_s+aE_{Hx}+a^2E_c[n_{1/a}],$$

and with $g(a)\equiv E_c[n_{1/a}]$,

$$E_c^a=a^2g(a),\qquad \bar E^a=(1-a)E_{Hx}+E_c-a^2g(a).\tag{2}$$

Since $n_{1/a}(\mathbf r)=a^{-3}n(\mathbf r/a)$ is compressed, weak coupling is the high-density limit. The result rests on $\hat W$ being homogeneous of degree $-1$ in the coordinates. For a screened interaction $e^{-\kappa r_{12}}/r_{12}$ the same substitution gives $W_\kappa[\Psi_\gamma]=\gamma W_{\kappa/\gamma}[\Psi]$, so scaling also changes the screening constant and (2) does not hold at fixed $\kappa$.

**Q.** Can (2) be tested without assuming it?

**A.** Scaling turns $\hat T+a\hat W-\sum_i Z/r_i$ into $a^2[\hat T+\hat W-\sum_i(Z/a)/r_i]$, so two electrons at charge $Z$ with coupling $a$ map onto the ion of charge $Z/a$. Both were solved by full configuration interaction (CI) in one and the same unscaled basis of s functions; the space of s functions is closed under scaling, the finite basis is not. For a two-electron singlet $n=2\phi^2$, so $T_s=\int|\nabla n|^2/8n$ and $E_{Hx}=E_H/2$, and each correlation energy follows from its definition with the search restricted to s functions. These are radial correlation energies, a little over a third of the full ones. For $a=0.6$, $Z=2$, $Z/a=3.3333$, the scaled density differs from that of the ion by $1.8\times10^{-5}$ electrons in integrated absolute value, and $0.36\times(-0.015941)=-0.005739$ hartree, equal to the directly computed $E_c^a=-0.005739$ hartree.

For a gradient-corrected functional $E_c=\int f(n,\sigma)\,d^3r$ with $\sigma=|\nabla n|^2$, scaling sends $n\to\gamma^3n(\gamma\mathbf r)$, $\nabla n\to\gamma^4(\nabla n)(\gamma\mathbf r)$, $\sigma\to\gamma^8\sigma$ and $d^3r=\gamma^{-3}d^3x$, so

$$a^2g(a)=a^5\int f\big(n/a^3,\sigma/a^8\big)\,d^3x .$$

The derivatives of the integrand with respect to $n$ and $\sigma$, which build the potential, are $a^2f_n$ and $a^{-3}f_\sigma$ at the scaled arguments. The energy expression was tested for PBE against a helium density built from explicitly rescaled Gaussian exponents.

**Q.** Where does Hartree–Fock exchange come in?

**A.** From restricting (1) to a single determinant $\Phi$ with spin orbitals $\phi_i$. Let $i,j$ be occupied, $k,l$ virtual, and $\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$. Then $\langle\Phi|\hat W|\Phi\rangle=\frac12\sum_{ij}\langle ij||ij\rangle=E_H[n_\Phi]+E_x^{HF}[\Phi]$. The Hartree pieces add as $aE_H+(1-a)E_H=E_H$, which leaves

$$E_{\rm hyb}=\langle\Phi|\hat T+\hat V|\Phi\rangle+E_H+aE_x^{HF}+(1-a)E_x+E_c-a^2g .$$

Varying an orbital in $\frac12\sum_{ij}\langle ij||ij\rangle$ hits either index, which cancels the $\frac12$ and gives the operator $\hat v_{HF}$ with $\langle p|\hat v_{HF}|q\rangle=\sum_j\langle pj||qj\rangle$. Varying it in $\bar E^a$ gives the local potential $\bar v=\delta\bar E^a/\delta n$. The orbitals satisfy

$$\big(-\tfrac12\nabla^2+v+a\hat v_{HF}+\bar v[n_\Phi]\big)\phi_p=\varepsilon_p\phi_p .\tag{3}$$

What the determinant misses is the correlation produced by $a\hat W$.

**Q.** Ordinary perturbation theory needs a fixed Hamiltonian. In (1) the potential moves with $\Psi$. Why should anything like MP2 survive?

**A.** Freeze $\hat V_{HF}=\sum_i\hat v_{HF}(i)$ at the solution $\Phi$ of (3), put $\hat{\mathcal W}=\hat W-\hat V_{HF}$, and define

$$E(\alpha)=\min_\Psi\big\{\langle\Psi|\hat T+\hat V+a\hat V_{HF}+\alpha a\hat{\mathcal W}|\Psi\rangle+\bar E^a[n_\Psi]\big\}=\sum_m\alpha^mE^{(m)} .$$

At $\alpha=1$ the two $\hat V_{HF}$ terms cancel and (1) returns. The stationarity condition is

$$\big(\hat T+\hat V+a\hat V_{HF}+\hat{\bar V}[n_\Psi]+\alpha a\hat{\mathcal W}\big)\Psi=\mathcal E\,\Psi .$$

At $\alpha=0$ the operator, call it $\hat H_0$, is the sum over electrons of the operator in (3), and $\Phi$ solves it. I assume that $\Phi$ fills the lowest levels, with a gap, and is the minimiser.

Because $\Psi$ is stationary, its implicit variation does not contribute to the derivative, whatever the form of $\bar E^a$:

$$\frac{dE}{d\alpha}=a\langle\Psi_\alpha|\hat{\mathcal W}|\Psi_\alpha\rangle.\tag{4}$$

Write $w=\langle\Phi|\hat W|\Phi\rangle$. Then $\langle\Phi|\hat V_{HF}|\Phi\rangle=\sum_{ij}\langle ij||ij\rangle=2w$, so $E^{(0)}=\langle\hat T+\hat V\rangle+2aw+\bar E^a$ and $E^{(1)}=a(w-2w)$. Their sum is $\langle\hat T+\hat V\rangle+aw+\bar E^a=E_{\rm hyb}$.

With $\Psi=\Phi+\alpha\Psi^{(1)}+\dots$ and $\langle\Phi|\Psi^{(1)}\rangle=0$, the norm changes at order $\alpha^2$, and the term linear in $\alpha$ in (4) reads $2E^{(2)}=2a\langle\Phi|\hat{\mathcal W}|\Psi^{(1)}\rangle$. The first-order equation is

$$(\hat H_0-\mathcal E^{(0)})\Psi^{(1)}=-\big(a\hat{\mathcal W}+\delta\hat{\bar V}-\mathcal E^{(1)}\big)\Phi,\qquad \delta\bar v(\mathbf r)=\int\bar f(\mathbf r,\mathbf r')\,n^{(1)}(\mathbf r')\,d^3r',$$

with kernel $\bar f=\delta\bar v/\delta n$ and $n^{(1)}=2\langle\Phi|\hat n|\Psi^{(1)}\rangle$. The term $\delta\hat{\bar V}$ is the one you are worried about.

**Q.** And it vanishes?

**A.** Project on single excitations $\Phi_i^k$. The Slater–Condon rules give $\langle\Phi_i^k|\hat W|\Phi\rangle=\sum_j\langle kj||ij\rangle$ and $\langle\Phi_i^k|\hat V_{HF}|\Phi\rangle=\langle k|\hat v_{HF}|i\rangle=\sum_j\langle kj||ij\rangle$. The difference is zero, because $\hat v_{HF}$ is built from the occupied orbitals of $\Phi$; it is not required that $\Phi$ be the Hartree–Fock determinant. The one-body operator $\hat n$ connects $\Phi$ to singles and to nothing higher, so $n^{(1)}=2\sum c_{jl}\rho_{jl}$, with $c_{jl}$ the singles amplitudes and $\rho_{jl}$ the orbital products $\phi_j\phi_l$ summed over spin. The singles equations are therefore homogeneous:

$$(\varepsilon_k-\varepsilon_i)c_{ik}+2\sum_{jl}\iint\rho_{ik}\,\bar f\,\rho_{jl}\;c_{jl}=0 .$$

The matrix here is half the second derivative of the $\alpha=0$ functional with respect to the $c_{ik}$. If it is nonsingular, $c_{ik}=0$, $n^{(1)}=0$ and $\delta\bar v=0$.

On doubles the one-body operators have no matrix element with $\Phi$, and $\langle\Phi_{ij}^{kl}|\hat W|\Phi\rangle=\langle kl||ij\rangle$; a two-body operator reaches no higher. The excitation energy in $\hat H_0$ is $\varepsilon_k+\varepsilon_l-\varepsilon_i-\varepsilon_j$, so

$$\Psi^{(1)}=a\sum_{i<j,\,k<l}\frac{\langle kl||ij\rangle}{\varepsilon_i+\varepsilon_j-\varepsilon_k-\varepsilon_l}\,\Phi_{ij}^{kl},$$

$$E^{(2)}=a^2E_c^{MP2},\qquad E_c^{MP2}=\frac14\sum_{ijkl}\frac{|\langle ij||kl\rangle|^2}{\varepsilon_i+\varepsilon_j-\varepsilon_k-\varepsilon_l},\tag{5}$$

where $\frac14$ undoes the double counting of both ordered pairs. One factor $a$ comes from $\Psi^{(1)}$ and one from (4). Truncating at second order and setting $\alpha=1$ gives the density-scaled one-parameter double hybrid (DS1DH):

$$E_{xc}=aE_x^{HF}+(1-a)E_x+E_c-a^2E_c[n_{1/a}]+a^2E_c^{MP2}.\tag{6}$$

At $a=1$ the complement is zero and (6) is Hartree–Fock plus MP2; as $a\to0$ it tends to Kohn–Sham theory. The truncation loses its basis when the gap in (3) is small compared with $a\langle ij||kl\rangle$, since the amplitudes in $\Psi^{(1)}$ are then not small.

**Q.** I would like to see (5) hold with the nonlinear problem solved in full.

**A.** For LiH at $R=3.0$ bohr in the STO-3G basis, with a density-scaled PBE complement, $E(\alpha)$ was computed by full CI iterated to self-consistency in $\bar v$, and differentiated by finite differences. The PBE terms were integrated on a fixed coarse grid (30 radial by 86 angular points per atom). The equalities below hold on that grid to the digits shown, but the values themselves are not grid-converged to those digits: a finer grid moves the total energies by up to $5\times10^{-5}$ hartree and the MP2 energies by up to $2\times10^{-6}$ hartree. At $a=0.5$, $E^{(0)}+E^{(1)}=-7.91144748$ hartree equals $E_{\rm hyb}$ to the digits shown, and $E^{(2)}=-0.00425200$ hartree equals $0.25\times(-0.01700799)$. At $a=0.8$, $E^{(2)}=-0.00908156$ hartree equals $0.64\times(-0.01418994)$. The largest element of the first derivative of the density matrix is $4.7\times10^{-9}$ and $1.5\times10^{-8}$. As a control, replacing $\hat v_{HF}$ in the partition by the local operator $\frac34v_H[n_\Phi]$, for which the singles do not cancel, gives about $0.9$ at $a=0.8$. The $\alpha=0$ determinant of this control is no longer $\Phi$, so what matters is that the number is far from zero, not its size.

The prefactor is not the whole $a$-dependence. The ratio of the two $E^{(2)}$ is $0.00908/0.00425=2.14$, not $0.64/0.25=2.56$, because $E_c^{MP2}$ is evaluated with the orbitals and energies of (3), which change with $a$.

**Q.** Equation (6) has a scaled functional, not a weight. How do the simple forms arise, and how does $a^2$ become $a^3$?

**A.** By modelling $g(a)$ in the correlation part $C=E_c-a^2g+a^2E_c^{MP2}$. Neglecting the scaling, $g\approx E_c$, gives 1DH:

$$C=(1-a^2)E_c+a^2E_c^{MP2}.$$

The phrase "scales linearly" needs care. Taken as proportionality, $g=aE_c$, it gives

$$C=E_c-a^3E_c+a^2E_c^{MP2}=(1-a^3)E_c+a^2E_c^{MP2}.$$

The functional weight becomes $1-a^3$ and the MP2 weight stays $a^2$. The weights add to $1+a^2-a^3$, which exceeds 1 for $0<a<1$ and is $1.125$ at $a=\frac12$: in a case where $E_c^{MP2}=E_c$ the formula returns more correlation than either ingredient holds. The model also demands $g(0)=0$.

**Q.** What is $g(0)$ in fact?

This part has derived the double hybrid (6), in which the MP2 weight is $a^2$, and has shown that $g\approx E_c$ gives 1DH while $g=aE_c$ gives correlation weights that add to more than 1. It remains to find $g(0)$, to see how an MP2 weight of $a^3$ arises, and to test the models on helium.
